# Anisotropy of Snoek relaxation for octahedral oxygen in bcc crystals: verification in Python

```python
"""Snoek relaxation of Young's compliance, octahedral oxygen in a bcc crystal.

Result under test, for uniaxial stress along the unit vector n:
  dJ(n) = (2 c v0 (lam1-lam2)^2 / (9 k T)) * (1 - 3 Gamma)
  Gamma = n1^2 n2^2 + n2^2 n3^2 + n3^2 n1^2
so dJ is greatest along <100> and zero along <111>.
  c     oxygen atoms per host atom      v0    volume per host atom
  lam1  strain per unit c along the tetragonal axis of the site
  lam2  strain per unit c across that axis
  J_U   unrelaxed Young's compliance    Delta = dJ / J_U
  tau   relaxation time                 w     jump rate to one neighbour
The static and dynamic responses are found from a master equation on an
explicit lattice of sites and compared with the derived formulas.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import k as KB, e as QE
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)
EYE = np.eye(3)

# Rough typical parameters for oxygen in niobium
a = 0.330e-9                       # lattice parameter, m
c = 1.0e-3                         # O atoms per Nb atom
lam1, lam2 = 0.55, -0.05
C11, C12, C44 = 245e9, 134e9, 28e9  # Pa
barrier_eV, tau0 = 1.15, 3e-15     # tau = tau0 exp(barrier / kT), s
freq = 1.0                         # Hz
stress_ex = 10e6                   # Pa

v0 = a**3 / 2
dlam = lam1 - lam2
omega_ex = 2 * np.pi * freq
T = barrier_eV * QE / (KB * np.log(1 / (omega_ex * tau0)))
kT = KB * T


def relaxation_time(temp):
    return tau0 * np.exp(barrier_eV * QE / (KB * temp))


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


def shape(n):
    q = np.asarray(n)**2
    return 1 - 3 * (q[0]*q[1] + q[1]*q[2] + q[2]*q[0])


def dJ_formula(n):
    return 2 * c * v0 * dlam**2 / (9 * kT) * shape(n)


# ---- Site symmetry: average an arbitrary tensor over the site group ----
def site_tensor(site):
    """site is in units of a/4; host atoms are all 0 or all 2 modulo 4."""
    def host(p):
        return {x % 4 for x in p} in ({0}, {2})
    near = [d for d in product(range(-4, 5), repeat=3)
            if host(np.add(site, d).tolist())]
    near_set, near_arr = set(near), np.array(near)
    m = rng.normal(size=(3, 3))
    m = m + m.T
    images = []
    for perm in permutations(range(3)):
        for signs in product((1, -1), repeat=3):
            R = np.diag(signs) @ np.eye(3, dtype=int)[list(perm)]
            if set(map(tuple, (near_arr @ R.T).tolist())) == near_set:
                images.append(R @ m @ R.T)
    return np.mean(images, axis=0), len(images)


oct_tensor, oct_order = site_tensor((2, 2, 0))   # tetragonal axis z
tet_tensor, tet_order = site_tensor((2, 1, 0))   # tetragonal axis y
for tensor, axis in ((oct_tensor, 2), (tet_tensor, 1)):
    others = [i for i in range(3) if i != axis]
    assert np.allclose(tensor, np.diag(np.diag(tensor)), atol=1e-12)
    assert abs(tensor[others[0], others[0]]
               - tensor[others[1], others[1]]) < 1e-12
    assert abs(tensor[axis, axis] - tensor[others[0], others[0]]) > 1e-3

# ---- Lattice of octahedral sites, coordinates in units of a/2 ----
SIDE = 4                                         # periodic box, 2a wide


def is_host(p):
    return len({int(x) % 2 for x in p}) == 1


sites = [p for p in product(range(SIDE), repeat=3) if not is_host(p)]
index = {p: i for i, p in enumerate(sites)}
site_axis, jumps = [], []
for p in sites:
    host_dirs = []
    for d in range(3):
        for s in (1, -1):
            q = list(p)
            q[d] = (q[d] + s) % SIDE
            if is_host(q):
                host_dirs.append(d)
            else:
                jumps.append((index[p], index[tuple(q)], d))
    assert len(host_dirs) == 2 and host_dirs[0] == host_dirs[1]
    site_axis.append(host_dirs[0])
site_axis = np.array(site_axis)
N = len(sites)
sites_per_host = N / (2 * (SIDE // 2)**3)
neighbours = len(jumps) / N
for i in range(N):
    kinds = [site_axis[j] for (start, j, _) in jumps if start == i]
    assert sorted(kinds.count(m) for m in range(3)) == [0, 2, 2]
    assert kinds.count(site_axis[i]) == 0

LAM = np.array([lam2 * EYE + dlam * np.outer(EYE[m], EYE[m])
                for m in range(3)])
# Arbitrary stress coupling of the saddle point, by jump direction
SADDLE = np.array([0.2 * EYE + 0.3 * np.outer(EYE[m], EYE[m])
                   for m in range(3)])
w = 1.0                                          # lattice time unit 1/w


def rate_matrix(stress):
    e_site = -v0 * np.einsum('ij,mij->m', stress, LAM) / kT
    e_sad = -v0 * np.einsum('ij,mij->m', stress, SADDLE) / kT
    W = np.zeros((N, N))
    for i, j, d in jumps:
        rate = w * np.exp(e_site[site_axis[i]] - e_sad[d])
        W[j, i] += rate
        W[i, i] -= rate
    return W


def occupation(stress):
    M = rate_matrix(stress)
    M[0] = 1.0
    rhs = np.zeros(N)
    rhs[0] = 1.0
    return np.linalg.solve(M, rhs)


def oxygen_strain(stress):
    return c * np.einsum('s,sij->ij', occupation(stress), LAM[site_axis])


def static_response(direction_tensor, s=1e6):
    return (oxygen_strain(s * direction_tensor)
            - oxygen_strain(-s * direction_tensor)) / (2 * s)


J100 = dJ_formula([1, 0, 0])
directions = [unit(v) for v in rng.normal(size=(25, 3))]
directions += [unit(v) for v in ([1, 0, 0], [1, 1, 0], [1, 1, 1])]
worst_static = 0.0
for n in directions:
    got = n @ static_response(np.outer(n, n)) @ n
    worst_static = max(worst_static, abs(got - dJ_formula(n)) / J100)
assert worst_static < 1e-5

# Cubic components of the relaxation
r = static_response(np.outer(EYE[0], EYE[0]))
dS11, dS12 = r[0, 0], r[1, 1]
shear = np.outer(EYE[0], EYE[1])
dS44 = 2 * static_response(shear + shear.T)[0, 1]
assert abs(dS12 / dS11 + 0.5) < 1e-5 and abs(dS44 / dS11) < 1e-8

# Along <111> nothing changes even at a very large stress
n111 = unit([1, 1, 1])
rest = oxygen_strain(np.zeros((3, 3)))
big = oxygen_strain(1e9 * np.outer(n111, n111)) - rest
assert np.max(np.abs(big)) < 1e-12 * c * 100
big100 = oxygen_strain(1e9 * np.outer(EYE[0], EYE[0])) - rest
assert big100[0, 0] > 0.1 * c * dlam

# Bounds and the sum-of-squares identity
cloud = rng.normal(size=(20000, 3))
cloud /= np.linalg.norm(cloud, axis=1)[:, None]
f = shape(cloud.T)
q = cloud**2
squares = 0.5 * ((q[:, 0]-q[:, 1])**2 + (q[:, 1]-q[:, 2])**2
                 + (q[:, 2]-q[:, 0])**2)
assert np.allclose(f, squares, atol=1e-13)
assert f.min() >= -1e-14 and f.max() <= 1
assert np.abs(cloud[f.argmax()]).max() > 0.999
assert np.abs(cloud[f.argmin()] @ np.array(
    [[1, 1, 1], [1, 1, -1], [1, -1, 1], [-1, 1, 1]]).T
    / np.sqrt(3)).max() > 0.999

# ---- Oscillating stress: relaxation time and loss ----
W0 = rate_matrix(np.zeros((3, 3)))
p0 = np.full(N, 1 / N)


def drive_vector(n, s=1e6):
    nn = np.outer(n, n)
    return (rate_matrix(s*nn) - rate_matrix(-s*nn)) @ p0 / (2*s)


def dynamic_response(n, om, drive):
    dp = np.linalg.solve(1j * om * np.eye(N) - W0, drive)
    axial = np.einsum('i,mij,j->m', n, LAM, n)[site_axis]
    return c * (axial @ dp)


tau_lattice = 1 / (6 * w)
for n in directions[:5]:
    drive = drive_vector(n)
    for om in (0.5, 6.0, 40.0):
        expect = dJ_formula(n) / (1 + 1j * om * tau_lattice)
        assert abs(dynamic_response(n, om, drive) - expect) < 1e-5 * J100


# ---- Unrelaxed elasticity ----
def stiffness(c11, c12, c44):
    C = np.zeros((6, 6))
    C[:3, :3] = c12
    C[range(3), range(3)] = c11
    C[range(3, 6), range(3, 6)] = c44
    return C


def young_compliance(S, n):
    n = np.atleast_2d(n)
    s = np.column_stack([n[:, 0]**2, n[:, 1]**2, n[:, 2]**2,
                         n[:, 1]*n[:, 2], n[:, 2]*n[:, 0], n[:, 0]*n[:, 1]])
    return np.einsum('ni,ij,nj->n', s, S, s)


C_nb = stiffness(C11, C12, C44)
S_nb = np.linalg.inv(C_nb)
aniso = S_nb[0, 0] - S_nb[0, 1] - S_nb[3, 3] / 2
assert np.allclose(young_compliance(S_nb, cloud),
                   S_nb[0, 0] - 2 * aniso * (1 - f) / 3, rtol=1e-10)

# Delta is greatest along <100> in every stable cubic crystal
n_crystals, soft_edge = 300, 0
for _ in range(n_crystals):
    bulk, cprime, c44 = 10**rng.uniform(-1.5, 1.5, 3)
    S = np.linalg.inv(stiffness(bulk + 4*cprime/3, bulk - 2*cprime/3, c44))
    j_edge = young_compliance(S, EYE[0])[0]
    soft_edge += j_edge > young_compliance(S, n111)[0]
    assert np.max(f[:4000] / young_compliance(S, cloud[:4000])) \
        <= (1 + 1e-9) / j_edge
assert 0 < soft_edge < n_crystals

# Peak of the loss over frequency, found on the lattice
JU100 = young_compliance(S_nb, EYE[0])[0]
D100 = J100 / JU100
drive100 = drive_vector(EYE[0])


def lattice_loss(log_om):
    J = JU100 + dynamic_response(EYE[0], np.exp(log_om), drive100)
    return -J.imag / J.real


best = minimize_scalar(lambda x: -lattice_loss(x), bounds=(-2, 5),
                       method='bounded', options={'xatol': 1e-8})
assert abs(-best.fun / (D100 / (2*np.sqrt(1+D100))) - 1) < 1e-5
assert abs(np.exp(best.x) * tau_lattice / np.sqrt(1+D100) - 1) < 1e-3

# ---- Grain average and misalignment ----
z, wz = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
grain = sum(wi * np.mean(shape([np.sqrt(1-zi**2)*np.cos(phi),
                                np.sqrt(1-zi**2)*np.sin(phi),
                                zi*np.ones(16)]))
            for zi, wi in zip(z, wz)) / 2
assert abs(grain - 0.4) < 1e-12


def tilted(theta, azimuth):
    t1, t2 = unit([1, -1, 0]), unit([1, 1, -2])
    t = np.cos(azimuth) * t1 + np.sin(azimuth) * t2
    return np.cos(theta) * n111 + np.sin(theta) * t


for az in (0.0, 0.7, 2.0):
    assert abs(shape(tilted(1e-3, az)) / (2 * 1e-3**2) - 1) < 5e-3
tilt_left = max(shape(tilted(np.radians(2), az))
                for az in np.linspace(0, 2*np.pi, 73))

# ---- Neglected effects, for the numbers of the example ----
x = v0 * dlam * stress_ex / kT
occ = occupation(stress_ex * np.outer(EYE[0], EYE[0]))
frac = [occ[site_axis == m].sum() for m in range(3)]
anelastic = c * dlam * (frac[0] - 1/3)
nonlinear = anelastic / (J100 * stress_ex) - 1
assert abs(nonlinear - x / 6) < 5e-5


def blocked_fraction(y):
    """Sites hold at most one atom; y is the energy gain of x sites / kT."""
    gain = np.array([y, 0.0, 0.0])

    def fill(mu):
        return 1 / (np.exp(-mu - gain) + 1)
    mu = brentq(lambda m: fill(m).sum() - c, -30, 10, xtol=1e-14)
    return fill(mu)[0] / c


y = 1e-3
blocking = (blocked_fraction(y) - blocked_fraction(-y)) / (2*y) / (2/9) - 1
assert abs(blocking + c / 3) < 1e-6

# Clamped elastic energy against mixing free energy of a population shift
shift = 1e-3 * c * np.array([2.0, -1.0, -1.0])
elastic_energy = 0.5 * v0 * (dlam*shift) @ C_nb[:3, :3] @ (dlam*shift)


def mixing(s):
    occ_p = c / 3 + s
    return kT * np.sum(occ_p * np.log(occ_p))


mix_energy = (mixing(shift) + mixing(-shift)) / 2 - mixing(0 * shift)
interaction = elastic_energy / mix_energy
assert abs(interaction / ((C11-C12)*v0*dlam**2*c/(3*kT)) - 1) < 1e-4


def loss_at(temp):
    D, u = D100 * T / temp, omega_ex * relaxation_time(temp)
    return D * u / (1 + D + u*u)


scan = minimize_scalar(lambda t: -loss_at(t), bounds=(T-40, T+40),
                       method='bounded', options={'xatol': 1e-6})

# ---- Output ----
print("INPUTS (rough typical values, O in Nb)")
print(f"lattice parameter a = {a*1e9:.3f} nm")
print(f"oxygen per host atom c = {c:.4f}")
print(f"lam1 = {lam1:.2f}, lam2 = {lam2:.2f}, difference = {dlam:.2f}")
print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"barrier = {barrier_eV:.2f} eV, tau0 = {tau0:.1e} s")
print(f"frequency = {freq:.1f} Hz, stress = {stress_ex/1e6:.0f} MPa")
print("LATTICE AND SYMMETRY")
print(f"site group order: octahedral {oct_order}, tetrahedral {tet_order}")
print(f"octahedral sites per host atom = {sites_per_host:.0f}")
print(f"neighbours at a/2 per site = {neighbours:.0f}")
print(f"worst static error / dJ(100) = {worst_static:.1e}")
print(f"dS12/dS11 = {dS12/dS11:.4f}, |dS44/dS11| = {abs(dS44/dS11):.1e}")
print(f"stable crystals tried = {n_crystals}, softest on edge = {soft_edge}")
print("EXAMPLE")
print(f"volume per host atom v0 = {v0*1e27:.5f} nm^3")
print(f"temperature for omega*tau = 1: T = {T:.1f} K")
print(f"kT = {kT/QE:.5f} eV")
print(f"tau at T = {relaxation_time(T):.4f} s")
print(f"v0/kT = {v0/kT*1e9:.3f} 1/GPa")
for name, v in (("100", [1, 0, 0]), ("110", [1, 1, 0]), ("111", [1, 1, 1])):
    n = unit(v)
    ju = young_compliance(S_nb, n)[0]
    dj = abs(dJ_formula(n)) if abs(shape(n)) < 1e-12 else dJ_formula(n)
    D = dj / ju
    print(f"<{name}> 1-3Gamma = {abs(shape(n)):.4f}, E_U = {1/ju/1e9:.1f} GPa")
    print(f"  J_U = {ju*1e12:.3f} 1/TPa, dJ = {dj*1e12:.4f} 1/TPa")
    print(f"  Delta = {D:.5f}, peak tan(phi) = {D/(2*np.sqrt(1+D)):.5f}")
print(f"random-grain mean of 1-3Gamma = {grain:.4f}")
print(f"<100>, 10 MPa: x, y, z shares = "
      f"{frac[0]:.5f}, {frac[1]:.5f}, {frac[2]:.5f}")
print(f"elastic strain = {JU100*stress_ex:.3e}")
print(f"relaxation strain = {anelastic:.3e}")
print("NEGLECTED EFFECTS")
print(f"v0*(lam1-lam2)*stress/kT = {x:.5f}")
print(f"finite stress, change of dJ(100) = {100*nonlinear:.3f} %")
print(f"site blocking, change of dJ = {100*blocking:.4f} %")
print(f"clamped elastic interaction scale = {100*interaction:.2f} %")
print(f"2 deg off <111>: largest dJ/dJ(100) = {100*tilt_left:.3f} %")
print(f"loss peak on temperature scan = {scan.x:.2f} K")
print(f"its displacement from T = {scan.x-T:.2f} K")
print(f"tau at 300 K = {relaxation_time(300.0)/3600:.1f} h")
print("PASS")
```

Output:

```
INPUTS (rough typical values, O in Nb)
lattice parameter a = 0.330 nm
oxygen per host atom c = 0.0010
lam1 = 0.55, lam2 = -0.05, difference = 0.60
C11, C12, C44 = 245, 134, 28 GPa
barrier = 1.15 eV, tau0 = 3.0e-15 s
frequency = 1.0 Hz, stress = 10 MPa
LATTICE AND SYMMETRY
site group order: octahedral 16, tetrahedral 8
octahedral sites per host atom = 3
neighbours at a/2 per site = 4
worst static error / dJ(100) = 1.9e-07
dS12/dS11 = -0.5000, |dS44/dS11| = 0.0e+00
stable crystals tried = 300, softest on edge = 142
EXAMPLE
volume per host atom v0 = 0.01797 nm^3
temperature for omega*tau = 1: T = 422.3 K
kT = 0.03639 eV
tau at T = 0.1592 s
v0/kT = 3.082 1/GPa
<100> 1-3Gamma = 1.0000, E_U = 150.2 GPa
  J_U = 6.656 1/TPa, dJ = 0.2466 1/TPa
  Delta = 0.03704, peak tan(phi) = 0.01819
<110> 1-3Gamma = 0.2500, E_U = 90.3 GPa
  J_U = 11.080 1/TPa, dJ = 0.0616 1/TPa
  Delta = 0.00556, peak tan(phi) = 0.00277
<111> 1-3Gamma = 0.0000, E_U = 79.7 GPa
  J_U = 12.555 1/TPa, dJ = 0.0000 1/TPa
  Delta = 0.00000, peak tan(phi) = 0.00000
random-grain mean of 1-3Gamma = 0.4000
<100>, 10 MPa: x, y, z shares = 0.33746, 0.33127, 0.33127
elastic strain = 6.656e-05
relaxation strain = 2.473e-06
NEGLECTED EFFECTS
v0*(lam1-lam2)*stress/kT = 0.01849
finite stress, change of dJ(100) = 0.306 %
site blocking, change of dJ = -0.0333 %
clamped elastic interaction scale = 4.11 %
2 deg off <111>: largest dJ/dJ(100) = 0.249 %
loss peak on temperature scan = 421.63 K
its displacement from T = -0.66 K
tau at 300 K = 17.4 h
PASS
```
